**Thermal breakdown of a dc slab: voltage against peak temperature**

For a slab with isothermal electrodes, constant thermal conductivity `k` and electrical conductivity `s exp(b theta)`, the program tests `V^2 = (8k/(s b)) (1 - exp(-b theta_m))`. Here `theta` is the temperature rise above the electrodes, `theta_m` its peak and `V` the voltage. A boundary-value solver, working from the heat and current equations at two thicknesses, is asserted to agree with the formulas for voltage, current and temperature profile. Further assertions cover the general integral for an Arrhenius conductivity with `k` falling as 1/T, the effect of thermal contact resistance, and the voltage maximum of a slab with uniform field. Time integrations are asserted to settle at the predicted peak at 0.95 of the ceiling and to run past a set temperature at 1.05 of it. For rough thermistor-ceramic parameters the output gives a ceiling of 67.08 V, and the voltage formula agrees with the solver to a relative error of 5.1e-10. A contact resistance of 0.10 cm2 K/W per face turns the ceiling into a maximum of 61.72 V. With the Arrhenius law and constant `k` the voltage also flattens, is about 9% above this ceiling at a 200 K rise, and has no strict ceiling of its own.

## Numerical verification

```python
"""
Thermal breakdown of a dc slab with isothermal electrodes.
Result under test: V^2 = (8 k/(s b)) (1 - exp(-b theta_m)), so that V rises
with the peak temperature rise theta_m towards Vc = sqrt(8 k/(s b)).
k: thermal conductivity; sigma = s exp(b theta): electrical conductivity;
theta: temperature rise above the electrodes; d: thickness; V: voltage;
J: current density. Heat and current both flow along the thickness.
The formulas are compared with numerical solutions of the heat equation.
"""
import numpy as np
from scipy.constants import e, k as k_boltz, epsilon_0
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.optimize import minimize_scalar

# Rough typical values for an Mn-Ni-Co oxide thermistor ceramic
T0 = 300.0            # electrode temperature, K
B = 4000.0            # Arrhenius constant, K
k = 2.5               # W/(m K)
s = 0.1               # S/m at T0
d = 5e-3              # m
b = B / T0**2         # 1/K
Vc = np.sqrt(8 * k / (s * b))


def k_const(th):
    return k + 0 * th


def k_falling(th):
    return k * T0 / (T0 + th)


def sigma_exp(th):
    return s * np.exp(b * th)


def sigma_arrhenius(th):
    return s * np.exp(B / T0 - B / (T0 + th))


def voltage(th_m):
    return Vc * np.sqrt(-np.expm1(-b * th_m))


def current(th_m, thick):
    root = np.exp(-b * th_m / 2)
    return s * Vc / thick * np.arccos(root) / root


def profile(x, th_m, thick):
    alpha = np.arccos(np.exp(-b * th_m / 2))
    return th_m + 2 / b * np.log(np.cos(2 * alpha * (x / thick - 0.5)))


def voltage_integral(th_m, k_fn, sig_fn):
    return np.sqrt(8 * quad(lambda t: k_fn(t) / sig_fn(t), 0, th_m)[0])


def solve_slab(J, thick, k_fn=k_const, sig_fn=sigma_exp, r_contact=0.0):
    """Solve the heat equation at given J, raising J in steps.

    Scaled unknowns against x/thick: b*theta, heat flux*b*thick/k,
    potential drop/Vc. Returns theta(x) in K, peak rise in K, voltage in V.
    """
    x = np.linspace(0, 1, 41)
    y = np.zeros((3, x.size))
    contact = r_contact * k / thick
    steps = np.geomspace(0.1 * s * Vc / thick, J, 14)

    def bc(ya, yb):
        return np.array([ya[0] + contact * ya[1],
                         yb[0] - contact * yb[1], ya[2]])

    for i, j_now in enumerate(steps):
        def rhs(x, y):
            th = y[0] / b
            field = j_now / sig_fn(th)
            return np.vstack((-y[1] * k / k_fn(th),
                              j_now * field * b * thick**2 / k,
                              field * thick / Vc))
        tol = 1e-7 if i == len(steps) - 1 else 1e-3
        sol = solve_bvp(rhs, bc, x, y, tol=tol, bc_tol=1e-6, max_nodes=20000)
        x, y = sol.x, sol.y
    assert sol.success, sol.message

    def rise(position):
        return sol.sol(position / thick)[0] / b

    return rise, rise(thick / 2), sol.y[2, -1] * Vc


# Steady states at two thicknesses: voltage, current and profile
worst_V = 0.0
for thick in (d, d / 10):
    peaks, volts = [], []
    for ratio in (0.3, 1.0, 3.0, 10.0, 30.0):
        J = ratio * s * Vc / thick
        rise, peak, V = solve_slab(J, thick)
        worst_V = max(worst_V, abs(V / voltage(peak) - 1))
        assert abs(current(peak, thick) / J - 1) < 1e-4
        xs = np.linspace(0, thick, 23)
        assert np.max(abs(rise(xs) - profile(xs, peak, thick))) < 1e-3 * peak
        peaks.append(peak)
        volts.append(V)
    assert np.all(np.diff(peaks) > 0) and np.all(np.diff(volts) > 0)
    assert volts[-1] < Vc and volts[-1] > 0.99 * Vc
assert worst_V < 1e-5

# General integral with Arrhenius conduction and falling heat conductivity
_, peak, V = solve_slab(10 * s * Vc / d, d, k_falling, sigma_arrhenius)
assert abs(V / voltage_integral(peak, k_falling, sigma_arrhenius) - 1) < 1e-5

# Thermal contact resistance at both electrodes
r_c = 1e-5            # m^2 K/W, rough value for a soldered, cooled face


def contact_state(delta):
    """delta = b (peak rise - face rise); returns V, peak, face rise, J."""
    root = np.exp(-delta / 2)
    g = np.arccos(root) / root
    flux = 4 * k / (b * d) * g * np.sqrt(1 - root**2)
    face = r_c * flux
    V = Vc * np.exp(-b * face / 2) * np.sqrt(1 - root**2)
    J = s * Vc / d * np.exp(b * face / 2) * g
    return V, face + delta / b, face, J


for delta in (1.0, 3.0, 4.5):
    V_c, peak_c, face_c, J_c = contact_state(delta)
    rise, peak, V = solve_slab(J_c, d, r_contact=r_c)
    assert abs(V / V_c - 1) < 1e-4 and abs(peak / peak_c - 1) < 1e-4
    assert abs(rise(0.0) / face_c - 1) < 1e-3
best = minimize_scalar(lambda q: -contact_state(q)[0], bounds=(0.1, 8),
                       method="bounded")
V_cmax, peak_cmax, face_cmax, _ = contact_state(best.x)
assert V_cmax < Vc and contact_state(best.x + 1)[0] < V_cmax

# Time evolution at fixed voltage; u = b theta, time in units of c d^2/k


def evolve(v_ratio, n, start=None, t_end=20.0, stop=None):
    """n (even) mesh intervals; the resistance is summed by Simpson's rule."""
    h = 1.0 / n
    grid = np.linspace(0, 1, n + 1)[1:-1]
    u0 = np.zeros(n - 1) if start is None else start(grid)
    drive = v_ratio**2 * Vc**2 * s * b / k
    weights = np.full(n + 1, 2.0)
    weights[1::2] = 4.0
    weights[[0, -1]] = 1.0
    weights *= h / 3

    def rhs(t, u):
        edge = np.zeros((1, u.shape[1]))
        full = np.vstack((edge, u, edge))
        resist = np.exp(-full)
        total = weights @ resist
        lap = (full[2:] - 2 * full[1:-1] + full[:-2]) / h**2
        return lap + drive * resist[1:-1] / total**2

    events = None
    if stop is not None:
        def events(t, u):
            return np.max(u) - stop
        events.terminal = True
    return solve_ivp(rhs, (0, t_end), u0, method="BDF", vectorized=True,
                     rtol=1e-6, atol=1e-8, events=events)


def hot_start(x):
    return 5 * np.sin(np.pi * x) * (1 + 0.5 * np.cos(np.pi * x))


low, high = 0.95, 1.05
u_expected = -np.log(1 - low**2)
settled = []
for start in (None, hot_start):
    run = evolve(low, 400, start)
    assert run.success
    settled.append(np.max(run.y[:, -1]))
    assert abs(settled[-1] - u_expected) < 5e-3
coarse = np.max(evolve(low, 200).y[:, -1])
u_stop = 5.0
run_times = []
for n in (150, 300):
    run = evolve(high, n, t_end=50.0, stop=u_stop)
    assert run.status == 1
    run_times.append(run.t[-1])
time_shift = abs(run_times[0] / run_times[1] - 1)
assert time_shift < 0.05   # second-order mesh error in the wall layers

# Contrast: field held uniform, so heating is sigma (V/d)^2


def uniform_load(u_m):
    return 8 * np.arccosh(np.exp(u_m / 2))**2 * np.exp(-u_m)


turn = minimize_scalar(lambda u: -uniform_load(u), bounds=(0.1, 4),
                       method="bounded")
for u_m in (0.5, turn.x, 3.0):
    load = uniform_load(u_m)
    half = solve_ivp(lambda x, y: [y[1], -load * np.exp(y[0])], (0, 0.5),
                     [u_m, 0.0], rtol=1e-10, atol=1e-12)
    assert abs(half.y[0, -1]) < 1e-6
V_uniform = np.sqrt(uniform_load(turn.x) * k / (s * b))
assert V_uniform < Vc

# Sizes of neglected effects (rough auxiliary values)
heat_cap = 3e6        # J/(m^3 K)
radius = 10e-3        # disc radius, m
h_side = 15.0         # side cooling, W/(m^2 K)
seebeck = 3e-4        # V/K
hop = 0.3e-9          # hopping length, m
eps_r = 10.0
V50, J50 = voltage(50.0), current(50.0, d)
mean50 = quad(lambda x: profile(x, 50.0, d), 0, d)[0] / d
side_ratio = 2 * h_side * mean50 * d / (radius * J50 * V50)
E_face = current(100.0, d) / s
hop_x = e * hop * E_face / (2 * k_boltz * T0)
time_unit = heat_cap * d**2 / k

print(f"Electrode temperature T0 = {T0:.0f} K")
print(f"Arrhenius constant B = {B:.0f} K")
print(f"Thermal conductivity k = {k:.2f} W/(m K)")
print(f"Conductivity at T0, s = {s:.2f} S/m")
print(f"Thickness d = {d*1e3:.1f} mm")
print(f"b = {b:.5f} 1/K;  1/b = {1/b:.2f} K")
print(f"Ceiling Vc = {Vc:.2f} V = {Vc/1e3:.5f} kV")
print(f"Mean field Vc/d = {Vc/d/100:.1f} V/cm")
print(f"Current scale s Vc/d = {s*Vc/d/10:.1f} mA/cm2")
print("Peak rise K | V in V | V/Vc | J mA/cm2 | flux per face W/cm2")
for th in (5.0, 10.0, 25.0, 50.0, 100.0):
    Vt, Jt = voltage(th), current(th, d)
    print(f"{th:6.0f} | {Vt:.2f} | {Vt/Vc:.4f} | {Jt/10:.1f} | {Jt*Vt/2e4:.2f}")
print(f"Largest relative error of V formula vs solver = {worst_V:.1e}")
print("Peak rise K | V Arrhenius, V | V Arrhenius and k~1/T, V")
for th in (50.0, 100.0, 200.0):
    Va = voltage_integral(th, k_const, sigma_arrhenius)
    Vb = voltage_integral(th, k_falling, sigma_arrhenius)
    print(f"{th:6.0f} | {Va:.2f} | {Vb:.2f}")
print(f"Contact resistance per face = {r_c*1e4:.2f} cm2 K/W")
print(f"Maximum voltage with contacts = {V_cmax:.2f} V")
print(f"  its ratio to Vc = {V_cmax/Vc:.4f}")
print(f"  peak rise there = {peak_cmax:.1f} K, face rise = {face_cmax:.2f} K")
print(f"Uniform-field maximum voltage = {V_uniform:.2f} V")
print(f"  b*peak rise = {turn.x:.3f}, peak rise = {turn.x/b:.1f} K")
print(f"Heat capacity = {heat_cap/1e6:.1f} J/(cm3 K)")
print(f"Thermal time c d^2/k = {time_unit:.1f} s")
print(f"At {low:.2f} Vc: predicted settled peak rise = {u_expected/b:.2f} K")
print(f"  cold start {settled[0]/b:.2f} K, hot start {settled[1]/b:.2f} K")
print(f"  shift on halving the mesh = {abs(coarse-settled[0])/b:.3f} K")
print(f"At {high:.2f} Vc: rise passes {u_stop/b:.1f} K at "
      f"{run_times[1]*time_unit:.1f} s")
print(f"  shift of this time on halving the mesh = {100*time_shift:.2f} %")
print(f"Disc radius = {radius*1e3:.0f} mm, side cooling = {h_side:.0f} W/(m2 K)")
print(f"Side loss / Joule heat at 50 K rise = {100*side_ratio:.3f} %")
print(f"Seebeck coefficient = {seebeck*1e3:.2f} mV/K")
print(f"Peltier / Joule heat per face, 50 K = {200*seebeck*T0/V50:.2f} %")
print(f"Field at electrode, 100 K rise = {E_face/100:.0f} V/cm")
print(f"Hopping length = {hop*1e9:.1f} nm, e a E/(2 kB T0) = {hop_x:.1e}")
print(f"Relative permittivity = {eps_r:.0f}")
print(f"Charge relaxation time = {eps_r*epsilon_0/s*1e9:.2f} ns")
print("success")
```

Running it gives:

```
Electrode temperature T0 = 300 K
Arrhenius constant B = 4000 K
Thermal conductivity k = 2.50 W/(m K)
Conductivity at T0, s = 0.10 S/m
Thickness d = 5.0 mm
b = 0.04444 1/K;  1/b = 22.50 K
Ceiling Vc = 67.08 V = 0.06708 kV
Mean field Vc/d = 134.2 V/cm
Current scale s Vc/d = 134.2 mA/cm2
Peak rise K | V in V | V/Vc | J mA/cm2 | flux per face W/cm2
     5 | 29.94 | 0.4464 | 69.4 | 1.04
    10 | 40.18 | 0.5990 | 107.6 | 2.16
    25 | 54.94 | 0.8190 | 224.4 | 6.16
    50 | 63.34 | 0.9443 | 503.5 | 15.95
   100 | 66.69 | 0.9941 | 1810.3 | 60.36
Largest relative error of V formula vs solver = 5.1e-10
Peak rise K | V Arrhenius, V | V Arrhenius and k~1/T, V
    50 | 65.31 | 63.55
   100 | 70.95 | 68.29
   200 | 72.94 | 69.73
Contact resistance per face = 0.10 cm2 K/W
Maximum voltage with contacts = 61.72 V
  its ratio to Vc = 0.9201
  peak rise there = 65.2 K, face rise = 2.33 K
Uniform-field maximum voltage = 44.46 V
  b*peak rise = 1.187, peak rise = 26.7 K
Heat capacity = 3.0 J/(cm3 K)
Thermal time c d^2/k = 30.0 s
At 0.95 Vc: predicted settled peak rise = 52.38 K
  cold start 52.37 K, hot start 52.37 K
  shift on halving the mesh = 0.023 K
At 1.05 Vc: rise passes 112.5 K at 21.1 s
  shift of this time on halving the mesh = 0.73 %
Disc radius = 10 mm, side cooling = 15 W/(m2 K)
Side loss / Joule heat at 50 K rise = 0.169 %
Seebeck coefficient = 0.30 mV/K
Peltier / Joule heat per face, 50 K = 0.28 %
Field at electrode, 100 K rise = 1810 V/cm
Hopping length = 0.3 nm, e a E/(2 kB T0) = 1.1e-03
Relative permittivity = 10
Charge relaxation time = 0.89 ns
success
```
